\section*{Time to vacancy supersaturation at a blocking boundary under electromigration}

\section{Why the exponents matter}

An electromigration test is run hot and at high current density, and its result is carried over to milder conditions. That extrapolation depends on the exponents assigned to current density and temperature. If the time for vacancies to build up were taken as inversely proportional to current density, because vacancies drift at a speed proportional to it, a fourfold reduction in current would lengthen the time by 4. In the vacancy drift-diffusion model the factor is 16, provided the line is long enough for its far end to have no influence. Temperature sets a similar trap: a power of $T$ stands beside the Arrhenius factor of the diffusivity and shifts the activation energy read from a plot.

\section{Model and theorem}

The electron wind pushes atoms towards the anode, so vacancies drift towards the cathode. Let the cathode end of the line be at $x=0$ and the metal occupy $x>0$. The force on a vacancy points towards $x=0$ and has magnitude
\begin{equation}
F=|Z^*|e\rho j ,
\end{equation}
where $|Z^*|$ is the magnitude of the effective charge number, $e$ the elementary charge, $\rho$ the resistivity and $j$ the current density. With vacancy diffusivity $D$, the Einstein relation gives the drift speed $v=DF/(kT)$. Counting flux as positive towards increasing $x$,
\begin{equation}
J=-D\frac{\partial C}{\partial x}-vC ,\qquad
\frac{\partial C}{\partial t}=-\frac{\partial J}{\partial x}
=D\frac{\partial^2C}{\partial x^2}+v\frac{\partial C}{\partial x}.
\label{eq:model}
\end{equation}
The second relation is the Shatzkes--Lloyd equation. The assumptions are:
\begin{enumerate}
\item $T$, $D$, $\rho$, $j$ and $Z^*$ are uniform and constant in time.
\item Vacancies are dilute, are neither created nor destroyed, and feel no stress.
\item The end is blocking, $J(0,t)=0$. The line is so long that its far end has no influence: $C\to C_0$ as $x\to\infty$.
\item At $t=0$ the concentration is $C_0$ everywhere.
\end{enumerate}

\begin{theorem}
Under these assumptions, the time at which $C(0,t)$ reaches $SC_0$, with $S>1$, is
\begin{equation}
t_S=\Theta(S)\,\frac{(kT)^2}{D\,(|Z^*|e\rho j)^2},
\label{eq:theorem}
\end{equation}
where $\Theta$ is a function of $S$ alone. At fixed $S$, $Z^*$ and $\rho$, therefore, $t_S\propto T^2/(Dj^2)$.
\end{theorem}

The diffusivity itself depends on temperature, so $T^2$ is the factor that remains when $D$ is written separately.

\section{Proof}

\begin{lemma}[Scaling]
The ratio $C(0,t)/C_0$ depends on $t$ and the parameters through $\tau=v^2t/D$ alone.
\end{lemma}
\begin{proof}
Put $c=C/C_0$ and $\xi=vx/D$. Then $\partial_t=(v^2/D)\partial_\tau$ and $\partial_x=(v/D)\partial_\xi$, so
\begin{equation}
\frac{v^2}{D}c_\tau=D\frac{v^2}{D^2}c_{\xi\xi}+v\frac{v}{D}c_\xi
\quad\Longrightarrow\quad c_\tau=c_{\xi\xi}+c_\xi .
\end{equation}
The blocking condition $D(v/D)c_\xi+vc=0$ becomes $c_\xi+c=0$ at $\xi=0$. The remaining conditions are $c=1$ at $\tau=0$ and $c\to1$ far away. No parameter is left, so $c(0,\tau)$ is one universal function, called $G(\tau)$.
\end{proof}

\begin{lemma}[Concentration at the end]
\begin{equation}
G(\tau)=\left(1+\frac{\tau}{2}\right)\left[1+\operatorname{erf}\frac{\sqrt\tau}{2}\right]
+\sqrt{\frac{\tau}{\pi}}\,e^{-\tau/4}.
\label{eq:G}
\end{equation}
\end{lemma}
\begin{proof}
Let a bar denote the Laplace transform in $\tau$, with variable $s$. Since $c=1$ initially,
\begin{equation}
s\bar c-1=\bar c_{\xi\xi}+\bar c_\xi .
\end{equation}
A particular solution is $1/s$. A term $e^{-m\xi}$ solves the homogeneous equation if $m^2-m-s=0$. Of the two roots, the negative one grows with $\xi$ and is rejected. Hence
\begin{equation}
\bar c=\frac1s+Ae^{-m\xi},\qquad m=\frac{1+\sqrt{1+4s}}2,\qquad m(m-1)=s .
\label{eq:laplace}
\end{equation}
The blocking condition reads $-mA+1/s+A=0$, so
\begin{equation}
A=\frac1{s(m-1)}=\frac m{s^2},
\end{equation}
because $1/(m-1)=m/s$. Setting $\xi=0$ and using $\sqrt{1+4s}/2=\sqrt{s+1/4}$,
\begin{equation}
\bar G=\frac1s+\frac1{2s^2}+\frac{\sqrt{s+1/4}}{s^2}.
\end{equation}

As $G(0)=1$, the transform of $G'$ is
\begin{equation}
s\bar G-1=\frac1{2s}+\frac{\sqrt{s+1/4}}s
=\frac1{2s}+\frac1{\sqrt{s+1/4}}+\frac1{4s\sqrt{s+1/4}} ,
\end{equation}
where the last step multiplies numerator and denominator by $\sqrt{s+1/4}$. The inverse of $1/\sqrt s$ is $1/\sqrt{\pi\tau}$, and the shift of $s$ by $1/4$ multiplies it by $e^{-\tau/4}$. Division by $s$ is integration from zero. With $u=4w^2$,
\begin{equation}
\int_0^\tau\frac{e^{-u/4}}{\sqrt{\pi u}}\,du
=\frac4{\sqrt\pi}\int_0^{\sqrt\tau/2}e^{-w^2}dw
=2\operatorname{erf}\frac{\sqrt\tau}2 .
\label{eq:int1}
\end{equation}
Therefore
\begin{equation}
G'(\tau)=\frac12\left[1+\operatorname{erf}\frac{\sqrt\tau}2\right]
+\frac{e^{-\tau/4}}{\sqrt{\pi\tau}} .
\label{eq:Gprime}
\end{equation}

To integrate the error function, use parts and $\frac{d}{du}\operatorname{erf}(\sqrt u/2)=e^{-u/4}/(2\sqrt{\pi u})$:
\begin{equation}
\int_0^\tau\operatorname{erf}\frac{\sqrt u}2\,du
=\tau\operatorname{erf}\frac{\sqrt\tau}2
-\frac1{2\sqrt\pi}\int_0^\tau\sqrt u\,e^{-u/4}du .
\end{equation}
A second integration by parts, with \eqref{eq:int1}, gives
\begin{equation}
\int_0^\tau\sqrt u\,e^{-u/4}du
=-4\sqrt\tau\,e^{-\tau/4}+2\int_0^\tau\frac{e^{-u/4}}{\sqrt u}du
=-4\sqrt\tau\,e^{-\tau/4}+4\sqrt\pi\operatorname{erf}\frac{\sqrt\tau}2 .
\end{equation}
Thus
\begin{equation}
\frac12\int_0^\tau\operatorname{erf}\frac{\sqrt u}2\,du
=\left(\frac\tau2-1\right)\operatorname{erf}\frac{\sqrt\tau}2
+\sqrt{\frac\tau\pi}\,e^{-\tau/4}.
\end{equation}
Adding $1+\tau/2$ and the contribution $2\operatorname{erf}(\sqrt\tau/2)$ from \eqref{eq:int1} gives \eqref{eq:G}.
\end{proof}

\begin{proof}[Proof of the theorem]
By \eqref{eq:Gprime}, $G'>1/2$ for $\tau>0$. Thus $G$ rises continuously from 1 without bound and takes each value $S>1$ once. Call the reduced time of that crossing $\Theta(S)$. Restoring units,
\begin{equation}
t_S=\Theta(S)\frac D{v^2}
=\Theta(S)\,D\left(\frac{kT}{DF}\right)^2
=\Theta(S)\frac{(kT)^2}{DF^2},
\end{equation}
which is \eqref{eq:theorem}. One power of $D$ cancels because diffusion both carries the drift and spreads the accumulated vacancies.
\end{proof}

\section{Two limits and their meaning}

\begin{remark}[Slight supersaturation]
For small $\tau$, $\operatorname{erf}(\sqrt\tau/2)\approx\sqrt{\tau/\pi}$, so $G\approx1+2\sqrt{\tau/\pi}$ and
\begin{equation}
\Theta(S)\approx\frac\pi4(S-1)^2\qquad(S-1\ll1).
\end{equation}
The excess is proportional to $v\sqrt{t/D}$: vacancies arrive at the rate $vC_0$ per unit area and spread over a diffusion length. Fixing the excess fixes $v^2t/D$.
\end{remark}

\begin{remark}[Large supersaturation]
For large $\tau$ the error function tends to 1 and the corrections vanish exponentially, so $G\to\tau+2$ and $\Theta(S)\to S-2$. In \eqref{eq:laplace}, small $s$ gives $m\to1$ and $A\to1/s^2$. The leading excess is therefore $\tau e^{-\xi}$, a layer of thickness
\begin{equation}
\ell=\frac Dv=\frac{kT}F .
\end{equation}
The supply is proportional to $j$ and the layer thickness to $1/j$. Their quotient, the growth rate at the end, is proportional to $j^2$.
\end{remark}

Solving $G(\tau)=S$ by root finding gives $\Theta=0.141$, 1.238 and 8.01 for $S=1.5$, 3 and 10. At $S=10$ the estimate $S-2=8$ is already close. The scaling with $T$, $D$ and $j$ needs neither limit.

\section{An aluminium line}

Take an aluminium line at 473~K carrying $1\,\mathrm{MA/cm^2}$, conditions of an accelerated test. The material parameters are rough typical values: $|Z^*|=4$, $\rho=4.70\,\mu\Omega\,\mathrm{cm}$ and $D=D_0e^{-E_m/kT}$ with $D_0=0.020\,\mathrm{cm^2/s}$ and migration energy $E_m=0.60$~eV. The threshold $S=10$ is a choice. With $kT=0.04076$~eV,
\begin{align}
D&=0.020\,e^{-0.60/0.04076}=8.09\times10^{-9}\ \mathrm{cm^2/s},\\
F&=4\times4.70\ \mathrm{eV/cm}=18.8\ \mathrm{eV/cm},\\
\ell&=0.04076/18.8\ \mathrm{cm}=21.7\ \mu\mathrm m,\\
D/v^2&=\ell^2/D=581\ \mathrm s,\\
t_{10}&=8.01\times581\ \mathrm s\approx4650\ \mathrm s=1.29\ \mathrm h .
\end{align}
At the same temperature and resistivity, and for a line still long compared with $S\ell$, halving the current density gives 5.17~h and doubling it gives 0.323~h. Raising the temperature to 523~K at fixed $j$, $\rho$ and $S$ multiplies the time by $1.223$ from $T^2$ and by $0.245$ from $1/D$, leaving 0.387~h. The Arrhenius factor dominates.

\begin{remark}[Apparent activation energy]
Let $\beta=1/(kT)$. At fixed $S$ and $\rho$, $t_S\propto\beta^{-2}e^{E_m\beta}$, hence
\begin{equation}
\frac{d\ln t_S}{d\beta}=E_m-2kT=0.518\ \mathrm{eV}.
\end{equation}
If $\rho$ varies, the factor $\rho^{-2}$ and $dT/d\beta=-kT^2$ add $2kT(T\rho'/\rho)$, where $\rho'=d\rho/dT$. A slope of $0.0115\,\mu\Omega\,\mathrm{cm/K}$ makes the bracket 1.16, and the energy becomes 0.613~eV. With $Z^*$ held fixed, the rise of resistivity thus slightly more than cancels the $T^2$ factor. This need not hold in the real metal. In the ballistic picture of the electron wind, the wind part of $Z^*$ varies as $1/\rho$; if $Z^*\rho$ is constant, the resistivity term vanishes and the energy stays at 0.518~eV.

If failure is set by a fixed absolute concentration $C_f$, then $S=C_f/C_0(T)$ changes with temperature. For $C_0\propto e^{-E_f\beta}$, with formation energy $E_f$, the added term is
\begin{equation}
E_f\frac{d\ln\Theta}{d\ln S}=E_f\frac{S}{\Theta\,G'(\Theta)} .
\end{equation}
With $E_f=0.67$~eV the derivative at $S=10$ is 1.243, and the apparent energy at fixed $\rho$ is 1.35~eV. The simple $T^2/D$ law belongs to a fixed ratio, not to a fixed concentration.
\end{remark}

\section{Where the assumptions fail}

\begin{remark}[Finite line]
If both ends of a line of length $L$ are blocked, the stationary flux vanishes everywhere and $c=ae^{-\xi}$. Conservation of vacancies requires $a(1-e^{-P})=P$, with $P=L/\ell$. The end therefore settles at
\begin{equation}
S_\infty=\frac P{1-e^{-P}} .
\end{equation}
A stationary value of 10 needs $L\approx217\,\mu$m here. For $L=250\,\mu$m, $S_\infty=11.5$, and a finite-volume integration of \eqref{eq:model} with two blocked ends reaches $S=10$ after 1.52~h instead of 1.29~h. The reduced time now depends on $P\propto jL/T$ as well as on $S$, so the power law is lost when $j$ or $T$ changes at fixed $L$, unless $P$ stays well above $S$. At half the current density this line settles at $S_\infty=5.8$ and never reaches 10. For a fourfold reduction of current the time grows by a factor of about 19 at $L=1$~mm and comes within 1\% of 16 at $L=1.5$~mm.
\end{remark}

\begin{remark}[Vacancy sinks]
Let vacancies relax towards $C_0$ with lifetime $d^2/D$, where $d$ measures the distance to a sink. The stationary equation is
\begin{equation}
c_{\xi\xi}+c_\xi-\lambda(c-1)=0,\qquad \lambda=(\ell/d)^2 .
\end{equation}
Its bounded solution is $c=1+be^{-m\xi}$ with $m(m-1)=\lambda$. Blocking gives $-mb+1+b=0$, so $b=1/(m-1)$ and the stationary ratio is $1+1/(m-1)$. For $d=1\,\mu$m it is 1.047. A stationary ratio of 10 requires $m=10/9$, hence $\lambda=10/81$ and $d=62\,\mu$m. This distance is fixed only up to a factor of order one, set by the geometry of the sinks. A single perfect sink plane at distance $d$ gives $c(0)=e^{d/\ell}$, which reaches 10 at $50\,\mu$m.
\end{remark}

\begin{remark}[Stress]
When sinks act quickly, arriving vacancies are absorbed and the confined metal goes into tension. Local equilibrium then means $C=C_0e^{\Omega\sigma/kT}$, with atomic volume $\Omega$ and tensile stress $\sigma$. For $\Omega=0.0166\,\mathrm{nm^3}$, $S=10$ would correspond to $kT\ln10/\Omega=906$~MPa.

For $\Omega\sigma\ll kT$ the flux is
\begin{equation}
J=-\frac{DC_0}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\end{equation}
Each absorbed vacancy removes a lattice site. With effective modulus $B$, $\partial_t\sigma=-B\Omega\,\partial_xJ$. Writing $C_0=X_0/\Omega$, where $X_0$ is the vacancy fraction,
\begin{equation}
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad
\kappa=\frac{DX_0B\Omega}{kT},\qquad
\left.\frac{\partial\sigma}{\partial x}\right|_{0}=-\frac F\Omega .
\end{equation}
Starting without stress, the Laplace transform in $t$, with variable $p$, decays as $e^{-x\sqrt{p/\kappa}}$. Its value at the end is $(F/\Omega)\sqrt\kappa\,p^{-3/2}$, so
\begin{equation}
\sigma(0,t)=\frac{2F}\Omega\sqrt{\frac{\kappa t}\pi},\qquad
t_\sigma=\frac\pi{4\kappa}\left(\frac{\Omega\sigma_c}F\right)^2 ,
\end{equation}
where $\sigma_c$ is a chosen critical stress. The $j^{-2}$ law survives as long as the far end of the line has no influence, but at fixed $\rho$, $B$ and $\sigma_c$ the temperature dependence is $T/(DX_0)$.

Take $B=50$~GPa and $X_0=e^{-E_f/kT}=7.3\times10^{-8}$, neglecting the formation entropy. Then $\kappa=7.5\times10^{-14}\,\mathrm{cm^2/s}$. For $\sigma_c=100$~MPa, $\Omega\sigma_c/F=5.5\,\mu$m and $t_\sigma\approx890$~h. Here $\Omega\sigma_c/kT\approx0.25$, and keeping the exponential in the flux shortens the time by only about 4\%. Local equilibrium at the end also requires the distance $d$ to a sink to be well below $\sqrt{\kappa t_\sigma}\approx4.9\,\mu$m, the depth reached by the stress. Since the material parameters are rough as well, the time is only an estimate.
\end{remark}

\begin{remark}[Joule heating]
For a wide line of thickness $0.5\,\mu$m above $1.0\,\mu$m of oxide with thermal conductivity $0.014\,\mathrm{W/(cm\,K)}$, one-dimensional heat flow gives
\begin{equation}
\Delta T\approx\frac{(4.70\times10^{-6})(10^6)^2(0.5\times10^{-4})(1.0\times10^{-4})}{0.014}\ \mathrm K
\approx1.7\ \mathrm K .
\end{equation}
Since $\Delta T\propto j^2$ to leading order, the apparent current exponent at fixed substrate temperature and fixed $S$ is
\begin{equation}
-\frac{d\ln t_S}{d\ln j}\approx2+\frac{E_a}{kT}\frac{2\Delta T}T\approx2.11,
\end{equation}
with $E_a=0.613$~eV, the apparent energy that includes $\rho(T)$ at fixed $Z^*$; a constant $Z^*\rho$, with $E_a=0.518$~eV, gives 2.09. The excess over 2 comes from heating, not from the transport law.
\end{remark}

These estimates fix the standing of the 1.29~h. A real aluminium line contains grain boundaries and dislocations, which can act as sinks at distances of micrometres, far below the tens of micrometres needed for a tenfold supersaturation. The failure of the no-sink assumption moves the number greatly: the stress estimate is about 690 times longer, although its criterion is different and fast diffusion along boundaries would shorten it. The material parameters matter too, since an error of 0.05~eV in $E_m$ changes $D$ by a factor of about 3.4 at 473~K. The theorem gives the scaling of the vacancy-only model; its absolute time is not a lifetime prediction for such a line. Nor need its current exponent be that of a measured lifetime. Once a void has formed it must still grow, and where growth at a steady drift rate takes most of the time, the lifetime varies as $1/j$ at fixed temperature.

All numerical values are calculated from the stated model.
